# The Extended Czjzek Model: From a Sharp Site to Full Disorder, part 1

(Sections cited here and not found follow in the second part.)

## The joint distribution of the field gradient

Take a nuclear site whose electric field gradient has asymmetry 0.30, and add to it an isotropic random tensor of the same root-mean-square size. The mean asymmetry rises to 0.601. If the fixed tensor is removed and the random one alone is kept, the mean is 0.610. The fixed tensor supplies half of the mean-square gradient, yet the asymmetry hardly shows that it is there. The sign of the largest principal value is less forgetful: it agrees with the sign of the fixed tensor in 66% of the cases, where pure noise would give 50%. An explanation has to say what each observable remembers of the fixed tensor, and for that the full distribution is needed.

Let $V$ be the field-gradient tensor at the nucleus, a real symmetric $3\times3$ matrix with zero trace. Its principal values are labelled so that $|V_{zz}|\ge|V_{yy}|\ge|V_{xx}|$, and the asymmetry is $\eta=(V_{xx}-V_{yy})/V_{zz}$. Since $V_{xx}+V_{yy}=-V_{zz}$ and $V_{xx}-V_{yy}=\eta V_{zz}$,

$$V_{xx}=-\tfrac12(1-\eta)V_{zz},\qquad V_{yy}=-\tfrac12(1+\eta)V_{zz},$$

and the ordering gives $0\le\eta\le1$. In Gaussian units a nucleus of quadrupole moment $Q$ has the coupling constant $C=eQV_{zz}/(2\pi\hbar)$, with $e$ the proton charge. Because $C$ is proportional to $V_{zz}$, tensors can be quoted as frequencies. The example uses round model values, $C_0=5$ MHz, $\eta_0=0.3$ and $Q=0.1$ barn; the fixed principal value is then $V_0=2\pi\hbar C_0/(eQ)=6.90\times10^{14}$ statV/cm$^2$.

The model is $V=V^{(0)}+N$. The tensor $V^{(0)}$ is fixed, with largest principal value $V_0$ and asymmetry $\eta_0$; it stands for the well-defined near surroundings of the nucleus. The tensor $N$ stands for the disorder farther away. Three things are assumed about it: it is Gaussian with zero mean, it is independent of $V^{(0)}$, and its statistics are unchanged by rotation. The first is plausible when many weak, nearly independent sources contribute, and doubtful when a single close defect dominates. The third has to hold as seen from the principal axes of $V^{(0)}$, and a crystal does not guarantee it. It fails in a layered material, where the surroundings single out a direction. Even cubic symmetry allows two different variances, one for the diagonal and one for the off-diagonal components: random charges on the six nearest sites of a simple cubic lattice, for instance, change only the diagonal ones.

Symmetric traceless tensors form a space of five dimensions. Choose a basis $E_1,\dots,E_5$ with $\mathrm{Tr}(E_kE_l)=\delta_{kl}$ and write $V=\sum_k u_kE_k$, so that $|u|^2=\mathrm{Tr}\,V^2$. A suitable basis consists of $\mathrm{diag}(-1,-1,2)/\sqrt6$, $\mathrm{diag}(1,-1,0)/\sqrt2$, and three matrices with $1/\sqrt2$ in one symmetric pair of off-diagonal places. A rotation $V\to RVR^T$ preserves $\mathrm{Tr}\,V^2$, so it acts on $u$ as an orthogonal matrix.

Isotropy leaves the noise a single parameter. The covariance matrix of its five components commutes with all rotations, so each of its eigenspaces is carried into itself by every rotation. Let $W$ be such a subspace, containing some tensor $A\ne0$. Rotate $A$ to diagonal form; two of its diagonal elements differ, say the first two. A quarter turn about the third axis exchanges them, and the difference of the two tensors is proportional to $\mathrm{diag}(1,-1,0)$, which therefore lies in $W$. Quarter turns about the other axes produce $\mathrm{diag}(0,1,-1)$, and hence all diagonal traceless tensors. Turning $\mathrm{diag}(1,-1,0)$ by $45^\circ$ about the third axis gives the off-diagonal $xy$ tensor, and the other two follow likewise. So $W$ is the whole space, there is one eigenvalue $\sigma^2$, and the covariance is $\sigma^2$ times the unit matrix.

It is convenient to use the standard deviation $s$ of one diagonal element of $N$ in fixed axes. Among the basis tensors, $\mathrm{diag}(-1,-1,2)/\sqrt6$ alone has a $zz$ element, equal to $2/\sqrt6$. Thus

$$s^2=\frac46\sigma^2,\qquad \sigma^2=\frac32s^2 .$$

The size of a tensor is conveniently measured by

$$P=|V_{zz}|\sqrt{1+\eta^2/3}.$$

Indeed, from the principal values,

$$\mathrm{Tr}\,V^2=V_{zz}^2\left[1+\frac{(1-\eta)^2+(1+\eta)^2}{4}\right]=\frac32V_{zz}^2\left(1+\frac{\eta^2}{3}\right)=\frac32P^2 .$$

With $P_0$ the same quantity for $V^{(0)}$, and $2\sigma^2=3s^2$, the density of $u$ is $(3\pi s^2)^{-5/2}\exp(-|u-u_0|^2/3s^2)$. Expanding the square, $|u-u_0|^2=\frac32(P^2+P_0^2)-2\,\mathrm{Tr}(VV^{(0)})$, gives

$$p(u)=\frac{1}{(3\pi s^2)^{5/2}}\exp\left[-\frac{P^2+P_0^2}{2s^2}+\frac{2\,\mathrm{Tr}(VV^{(0)})}{3s^2}\right].$$

A powder spectrum depends on $V_{zz}$ and $\eta$, not on how the principal axes lie, so the orientation has to be integrated out. Write $V=R\Lambda R^T$ with $\Lambda$ diagonal. Seen from the principal axes, a small change is $dV=d\Lambda+[\Omega,\Lambda]$, where $\Omega$ is the antisymmetric matrix of three small angles. The off-diagonal element $ij$ of the commutator is $\Omega_{ij}(\lambda_j-\lambda_i)$, and the corresponding component of $u$ is $\sqrt2$ times that. The three angles therefore contribute $2\sqrt2$ times the product of the three distances between principal values. These distances are $\eta|V_{zz}|$, $\frac12(3-\eta)|V_{zz}|$ and $\frac12(3+\eta)|V_{zz}|$, with product $\frac94|V_{zz}|^3\eta(1-\eta^2/9)$.

The two diagonal components of $u$ are $(2V_{zz}-V_{xx}-V_{yy})/\sqrt6=\sqrt{3/2}\,V_{zz}$ and $(V_{xx}-V_{yy})/\sqrt2=\eta V_{zz}/\sqrt2$. Their Jacobian with respect to $V_{zz}$ and $\eta$ is $\sqrt{3/2}\,|V_{zz}|/\sqrt2=\frac{\sqrt3}{2}|V_{zz}|$. Multiplying the factors,

$$d^5u=\frac{9\sqrt6}{4}\,V_{zz}^4\,\eta\left(1-\frac{\eta^2}{9}\right)dV_{zz}\,d\eta\,d^3\omega .$$

The factor $\eta$ means that an axially symmetric tensor has no weight: two principal values coincide there, and turning the tensor about its axis produces nothing new. A finite-difference evaluation of the volume element agrees with this formula to a relative $2\times10^{-10}$.

In Euler angles $d^3\omega=\sin\beta\,d\alpha\,d\beta\,d\gamma$, with total $8\pi^2$. The labels of the axes are fixed by the ordering, but half turns about the principal axes leave $V$ unchanged, so each tensor is met four times and the volume to be used is $2\pi^2$. The constant in front is

$$\frac{9\sqrt6}{4}\,\frac{2\pi^2}{(3\pi s^2)^{5/2}}=\frac{9\sqrt6\,\pi^2}{2\cdot9\sqrt3\,\pi^{5/2}s^5}=\frac{1}{\sqrt{2\pi}\,s^5},$$

and the joint density becomes

$$f(V_{zz},\eta)=\frac{V_{zz}^4\,\eta(1-\eta^2/9)}{\sqrt{2\pi}\,s^5}\exp\left[-\frac{P^2+P_0^2}{2s^2}\right]A, \tag{1}$$

where $A$ is the average of $\exp[2\,\mathrm{Tr}(R\Lambda R^TV^{(0)})/3s^2]$ over all rotations. For $V^{(0)}=0$ the average is 1, and (1) is the Czjzek distribution.

A better variable than $\eta$ is

$$w=\mathrm{sgn}(V_{zz})\,\frac{1-\eta^2}{(1+\eta^2/3)^{3/2}} .$$

It runs from $-1$ to $1$. The ends are axial tensors of negative and positive $V_{zz}$, and the middle, $w=0$, is $\eta=1$. Three numbers of zero sum have the sum of their cubes equal to three times their product, so $\mathrm{Tr}\,V^3=3V_{xx}V_{yy}V_{zz}=\frac34V_{zz}^3(1-\eta^2)=\frac34P^3w$. Apart from size, $w$ is thus the cubic invariant of the tensor. Differentiating at positive $V_{zz}$,

$$\frac{dw}{d\eta}=-\frac{\eta\,[2(1+\eta^2/3)+(1-\eta^2)]}{(1+\eta^2/3)^{5/2}}=-\frac{3\eta(1-\eta^2/9)}{(1+\eta^2/3)^{5/2}} .$$

Since $w$ depends on $\eta$ alone for a given sign, and $dP=(1+\eta^2/3)^{1/2}d|V_{zz}|$ at fixed $\eta$, the Jacobian is $dP\,dw=3\eta(1-\eta^2/9)(1+\eta^2/3)^{-2}\,d|V_{zz}|\,d\eta$. Together with $V_{zz}^4=P^4(1+\eta^2/3)^{-2}$ this gives

$$V_{zz}^4\,\eta\left(1-\frac{\eta^2}{9}\right)d|V_{zz}|\,d\eta=\frac13P^4\,dP\,dw . \tag{2}$$

For pure noise, then, $P$ and $w$ are independent and $w$ is uniformly distributed. Pure noise has a uniformly distributed direction in the five-dimensional space, so averaging any function of $w$ over that unit sphere is the same as averaging it over $-1\le w\le1$ with constant weight.

There remains $A$. Write $\hat u=u/|u|$. As $|u||u_0|=\frac32PP_0$, the exponent in the average is $\kappa\,\hat u\cdot\hat u_0$ with

$$\kappa=\frac{PP_0}{s^2},$$

where $\hat u$ is carried around by the rotations. These form a three-parameter family and do not cover the four-dimensional sphere, so $A$ is not a plain average over directions. It depends on the shapes $w$ and $w_0$ of the two tensors as well as on $\kappa$, and harmonic polynomials sort this dependence out.

Define for polynomials in $u$ the scalar product $\langle p,q\rangle=p(\partial)q$ evaluated at $u=0$. Monomials are orthogonal under it and have positive norm, and multiplication by $|u|^2$ is adjoint to the Laplacian $\nabla^2$. Hence every homogeneous polynomial of degree $L$ splits uniquely into a harmonic one, with $\nabla^2H=0$, and $|u|^2$ times a polynomial of degree $L-2$. Harmonics $H_L$ and $H_M$ of different degree are orthogonal on the unit sphere, because Green's identity turns the integral of $H_L\partial_rH_M-H_M\partial_rH_L$, which is $(M-L)$ times that of $H_LH_M$, into a volume integral of Laplacians, and that is zero.

Which harmonics are unchanged by rotations of $V$? An invariant polynomial is a symmetric polynomial of the principal values, so it is built from $\mathrm{Tr}\,V^2=|u|^2$ and $\mathrm{Tr}\,V^3$. The invariants of degree $L$ are spanned by $(\mathrm{Tr}V^2)^a(\mathrm{Tr}V^3)^b$ with $2a+3b=L$. Those with $a\ge1$ are $|u|^2$ times the invariants of degree $L-2$. The splitting respects rotations, so the number of invariant harmonics is the number of terms with $a=0$: one if $L=3k$, and none otherwise. On the unit sphere the one of degree $3k$ is a polynomial of degree $k$ in $w$. For different $k$ they are orthogonal under the uniform weight of $w$, and this property defines, up to constant factors, the Legendre polynomials $P_k(w)$.

The next ingredient is the average of $e^{\kappa\hat u\cdot\hat v}H(\hat u)$ over the whole sphere, for a harmonic $H$ of degree $L$. Let $x$ be a vector of five independent unit normal variables. Completing the square shifts the Gaussian weight by $v$, so $\langle e^{v\cdot x}H(x)\rangle=e^{v^2/2}\langle H(x+v)\rangle$. The last average equals $H(v)$: integration by parts with the Gaussian weight gives $\frac{d}{dt}\langle H(v+\sqrt t\,x)\rangle=\frac12\langle\nabla^2H\rangle=0$, so the value at $t=1$ is that at $t=0$. Comparing terms of degree $L+2j$ in $v$,

$$\frac{\langle(v\cdot x)^{L+2j}H(x)\rangle}{(L+2j)!}=\frac{|v|^{2j}H(v)}{2^jj!} .$$

On the left, split $x$ into length and direction. The length enters as the average of $|x|^{2L+2j}$, which is $2^{L+j}\,\Gamma(L+j+\frac52)/\Gamma(\frac52)$ in five dimensions. Dividing by it leaves the average over directions. Setting $v=\kappa\hat v$ and summing over $j$,

$$\langle e^{\kappa\hat u\cdot\hat v}H(\hat u)\rangle=\Gamma(\tfrac52)\sum_{j=0}^\infty\frac{(\kappa/2)^{L+2j}}{j!\,\Gamma(L+j+\frac52)}H(\hat v)=\Gamma(\tfrac52)\left(\frac2\kappa\right)^{3/2}I_{L+3/2}(\kappa)\,H(\hat v), \tag{3}$$

by the power series of the modified Bessel function $I_\nu$.

At fixed $\kappa$ and $w_0$, $A$ is a smooth function of $w$, so $A=\sum_ka_kP_k(w)$, where $a_k$ is $2k+1$ times the average of $AP_k(w)$ over the sphere. In that average the rotated $\hat u$ can be taken as the new variable, since $w$ does not change under rotation. The result is (3) with $L=3k$ and $\hat v=\hat u_0$, so that

$$A=\Gamma(\tfrac52)\left(\frac2\kappa\right)^{3/2}\sum_{k=0}^\infty(2k+1)P_k(w)P_k(w_0)\,I_{3k+3/2}(\kappa). \tag{4}$$

Equations (1) and (4) are the extended Czjzek distribution. Direct numerical averaging over rotations reproduces (4) to a relative $10^{-14}$ in four test cases that include an axial fixed tensor and both signs of $V_{zz}$.

The joint distribution of $V_{zz}$ and $\eta$ for a fixed tensor in isotropic Gaussian noise is now known, through (1) and (4). What remains is to find from it what the size, the sign and the asymmetry each remember of the fixed tensor, and so to explain the opening numbers.
